# The octahedral ligand field in a d shell, derived two ways, part 2

An electron of charge $-e$ in a $d$ shell, with orbitals $R_l(r)Y_{lm}(\hat{\mathbf r})$ and normalized radial density $\rho=r^2R_l^2$, feels a potential energy $U$ of octahedral symmetry $O_h$. Its first-order shifts are the eigenvalues of

$$\langle lm|U|lm'\rangle = \int d\Omega\; Y_{lm}^*(\hat{\mathbf r})\,\bar U(\hat{\mathbf r})\,Y_{lm'}(\hat{\mathbf r}),\qquad \bar U(\hat{\mathbf r}) = \int_0^\infty \rho(r)\,U(r\hat{\mathbf r})\,dr. \tag{1}$$

Expand $\bar U=\sum_k\bar U_k$, $\bar U_k=\sum_qA_{kq}C_{kq}$, where, with $u=\cos\theta$ and $q\ge0$,

$$C_{kq} = (-1)^q\sqrt{\frac{(k-q)!}{(k+q)!}}\;\sin^q\theta\;\frac{d^qP_k}{du^q}\,e^{iq\varphi},\qquad C_{k,-q} = (-1)^qC_{kq}^*, \tag{2}$$

$$C_{4,\pm4}=\sqrt{\tfrac{35}{128}}\;\sin^4\theta\,e^{\pm4i\varphi}. \tag{5}$$

Here $C_{40}=P_4=(35u^4-30u^2+3)/8$, and

$$\langle lm|C_{kq}|lm'\rangle=0\quad\text{unless } k\in\{0,2,\dots,2l\}. \tag{6}$$

The first derivation puts six charges $-Ze$ at $\mathbf R_i$, at distance $R$ along $\pm x,\pm y,\pm z$:

$$U(\mathbf r)=\frac{Ze^2}{4\pi\varepsilon_0}\sum_{i=1}^6\frac1{|\mathbf r-\mathbf R_i|}. \tag{7}$$

$$A_{kq}=\frac{Ze^2}{4\pi\varepsilon_0}\,I_k\,S_{kq},\qquad S_{kq}=\sum_iC_{kq}^*(\hat{\mathbf R}_i),\qquad I_k=\int_0^R\rho\,\frac{r^k}{R^{k+1}}\,dr+\int_R^\infty\rho\,\frac{R^k}{r^{k+1}}\,dr. \tag{10}$$

With $S_{20}=0$ and $S_{40}=\tfrac72$, it found

$$\frac{A_{44}}{A_{40}}=\frac{4\sqrt{35/128}}{7/2}=\frac87\sqrt{\frac{35}{128}}=\sqrt{\frac{64\cdot35}{49\cdot128}}=\sqrt{\frac{35}{98}}=\sqrt{\frac5{14}}=0.597614 . \tag{11}$$

$$\bar U\;\to\;A_{00}+A_{40}\left[C_{40}+\sqrt{\tfrac5{14}}\,(C_{44}+C_{4,-4})\right],\qquad A_{00}=6\,\frac{Ze^2}{4\pi\varepsilon_0}I_0,\quad A_{40}=\frac72\,\frac{Ze^2}{4\pi\varepsilon_0}I_4 . \tag{12}$$

$$Dq\equiv\frac{A_{40}}{21}. \tag{15}$$

$$E(e_g)=A_{00}+6Dq\quad(d_{z^2},\,d_{x^2-y^2}),\qquad E(t_{2g})=A_{00}-4Dq\quad(d_{xy},\,d_{xz},\,d_{yz}), \tag{16}$$

$$Dq=\frac16\,\frac{Ze^2}{4\pi\varepsilon_0}\,I_4 . \tag{17}$$

Without density beyond $R$,

$$Dq_{\rm in}=\frac{Ze^2}{4\pi\varepsilon_0}\,\frac{\langle r^4\rangle}{6R^5}. \tag{18}$$

The $m=\pm2$ block has eigenvalues $1\pm5$ in units of $Dq$, measured from $A_{00}$. The opening numerical shifts, $0.55876$ and $-0.37251$ eV, have the size ratio 1.500. A program checks the results.

The second derivation assumes only invariance under the 48 operations of $O_h$, the permutations and sign changes of $x,y,z$. The polynomials $h_k=r^k\bar U_k$ satisfy $\nabla^2h_k=0$. Rank 2 vanishes, and rank 4 is

$$h_4=\alpha H,\qquad H=x^4+y^4+z^4-3(x^2y^2+y^2z^2+z^2x^2). \tag{20}$$

With $\alpha=A_{40}$ and $T=x^4+y^4+z^4$,

$$H=T-\tfrac32(r^4-T)=\tfrac52\left(T-\tfrac35r^4\right). \tag{21}$$

### Reading off the ratio

Write $s^2=x^2+y^2$ and $r^2=z^2+s^2$. Then

$$8r^4C_{40}=35z^4-30z^2(z^2+s^2)+3(z^4+2z^2s^2+s^4)=8z^4-24z^2s^2+3s^4,$$

so $r^4C_{40}=z^4-3z^2s^2+\tfrac38s^4$. In (20) the terms containing $z$ are $z^4-3z^2s^2$, and they cancel in the difference:

$$H-r^4C_{40}=x^4+y^4-3x^2y^2-\tfrac38(x^4+2x^2y^2+y^4)=\tfrac58(x^4+y^4)-\tfrac{15}4x^2y^2=\tfrac58\,(x^4-6x^2y^2+y^4).$$

The bracket is the real part of $(x+iy)^4=x^4+4ix^3y-6x^2y^2-4ixy^3+y^4$. By (5), $r^4(C_{44}+C_{4,-4})=2\sqrt{35/128}\;\mathrm{Re}\,(x+iy)^4$. Hence $H=r^4[C_{40}+a(C_{44}+C_{4,-4})]$ with

$$2a\sqrt{\frac{35}{128}}=\frac58,\qquad a=\frac5{16}\sqrt{\frac{128}{35}},\qquad a^2=\frac{25\cdot128}{256\cdot35}=\frac{25}{70}=\frac5{14}. \tag{22}$$

This is (11), with the positive sign; it can also be written $\sqrt{70}/14$. The meaning of the ratio is visible here. $C_{40}$ alone equals 1 on the $z$ axis but only $3/8$ on the $x$ and $y$ axes, and the $q=\pm4$ terms supply the missing $5/8$ that makes the three axes equivalent.

### Averages over the sphere

The levels follow from averages of monomials, $\langle f\rangle=\frac1{4\pi}\int f\,d\Omega$ on the unit sphere. A monomial odd in any variable averages to zero by reflection. For even ones, evaluate $\int d^3r\,e^{-r^2/2}x^{2a}y^{2b}z^{2c}$ in two ways, with $n=a+b+c$. Integration by parts gives $\int_{-\infty}^\infty x^{2a}e^{-x^2/2}dx=(2a-1)\int x^{2a-2}e^{-x^2/2}dx=(2a-1)!!\,\sqrt{2\pi}$, with $(-1)!!=1$, so the Cartesian value is $(2\pi)^{3/2}(2a-1)!!\,(2b-1)!!\,(2c-1)!!$. In polar coordinates the integral is $4\pi\langle x^{2a}y^{2b}z^{2c}\rangle\int_0^\infty r^{2n+2}e^{-r^2/2}dr$, and the radial factor is half of the full-line integral, $\tfrac12(2n+1)!!\,\sqrt{2\pi}$. Since $4\pi\cdot\tfrac12\sqrt{2\pi}=(2\pi)^{3/2}$,

$$\langle x^{2a}y^{2b}z^{2c}\rangle=\frac{(2a-1)!!\,(2b-1)!!\,(2c-1)!!}{(2n+1)!!}. \tag{23}$$

For degree four the denominator is $5!!=15$: $\langle x^4\rangle=3/15$ and $\langle x^2y^2\rangle=1/15$. In particular $\langle T\rangle=9/15=3/5$, which is the constant subtracted in (21). For degree eight the denominator is $9!!=945$, and the numerators are 105 for $x^8$, 15 for $x^6y^2$, 9 for $x^4y^4$ and 3 for $x^2y^2z^4$. Two combinations carry the whole calculation:

$$\langle x^4\,T\rangle=\frac{105+9+9}{945}=\frac{123}{945},\qquad\langle x^2y^2\,T\rangle=\frac{15+15+3}{945}=\frac{33}{945}, \tag{24}$$

and, $T$ being symmetric, the same values hold for any permutation of the variables.

### The real orbitals

The five real $d$ functions are the harmonic quadratics, normalized to $\langle d^2\rangle=1$. From $\langle x^2y^2\rangle=1/15$, $d_{xy}=\sqrt{15}\,xy$, and likewise $d_{xz}$, $d_{yz}$. From $\langle(x^2-y^2)^2\rangle=(3+3-2)/15=4/15$, $d_\epsilon=\tfrac{\sqrt{15}}2(x^2-y^2)$. For $d_{z^2}$ expand

$$(2z^2-x^2-y^2)^2=4z^4+x^4+y^4-4z^2x^2-4z^2y^2+2x^2y^2,$$

which holds six units of the type $x^4$ and $-6$ units of the type $x^2y^2$. Its average is $(18-6)/15=4/5$, so $d_\theta=\tfrac{\sqrt5}2(2z^2-x^2-y^2)$.

The off-diagonal elements of $T$ vanish. The product of two different members of $\{xy,xz,yz\}$, such as $x^2yz$, is odd in two variables, and so is the product of one of them with $d_\theta$ or $d_\epsilon$; $T$ is even in every variable, so these averages are zero. The remaining product is $(x^2-y^2)(2z^2-x^2-y^2)=2x^2z^2-2y^2z^2-x^4+y^4$, whose average with $T$ is $(2\cdot33-2\cdot33-123+123)/945=0$. The diagonal elements are

$$\langle d_{xy}^2T\rangle=15\cdot\frac{33}{945}=\frac{11}{21},$$

$$\langle d_\epsilon^2T\rangle=\frac{15}4\cdot\frac{2\cdot123-2\cdot33}{945}=\frac{15}4\cdot\frac{180}{945}=\frac57,$$

$$\langle d_\theta^2T\rangle=\frac54\cdot\frac{6\cdot123-6\cdot33}{945}=\frac54\cdot\frac{540}{945}=\frac57 .$$

Subtracting $3/5$,

$$\left\langle T-\tfrac35\right\rangle_{t_{2g}}=\frac{55-63}{105}=-4\cdot\frac2{105},\qquad\left\langle T-\tfrac35\right\rangle_{e_g}=\frac{75-63}{105}=+6\cdot\frac2{105}. \tag{25}$$

By (21) the shifts are $\tfrac52A_{40}$ times these numbers, and $\tfrac52\cdot\tfrac2{105}=\tfrac1{21}$. The three orbitals $xy,xz,yz$ lie at $-4A_{40}/21$ and the two orbitals $\theta,\epsilon$ at $+6A_{40}/21$, which is (16) with the definition (15).

Equation (25) also shows how $Dq$ can be read as a product. For point charges and $r<R$, the $k=4$ term of (7) before radial averaging is $\frac{Ze^2}{4\pi\varepsilon_0R^5}\,S_{40}\,H$, and $\tfrac72\cdot\tfrac52=\tfrac{35}4$. The odd ranks vanish because opposite ligands cancel under $C_{kq}(-\hat{\mathbf r})=(-1)^kC_{kq}(\hat{\mathbf r})$, so

$$U=\frac{Ze^2}{4\pi\varepsilon_0}\left[\frac6R+\frac{35}{4R^5}\left(x^4+y^4+z^4-\tfrac35r^4\right)+O(r^6/R^7)\right]. \tag{26}$$

With $D=\frac{35}{4}\frac{Ze^2}{4\pi\varepsilon_0R^5}$ from the lattice and $q=\frac2{105}\langle r^4\rangle$ from the orbital, $D\,q=\frac{70}{420}\frac{Ze^2\langle r^4\rangle}{4\pi\varepsilon_0R^5}$, which is (18). The program expands the six Coulomb terms symbolically in a Taylor series and asserts (26) through fourth order; the full coefficient of $x^4$ is $\tfrac{35}4\left(1-\tfrac35\right)=\tfrac72$, as printed.

## What each derivation assumes

Both derivations rest on (1) and (6): first order, a local potential, and one radial function for the whole shell. Beyond that they differ.

The first assumes a definite source, with point charges, equal magnitudes, equal distances and a pure Coulomb law. In return it gives everything: the ratio, the levels, the common shift $A_{00}$, and the sign and size of $Dq$ through (17). It never invokes the group. The vanishing of $S_{20}$ and the degeneracy of $d_{z^2}$ with $d_{x^2-y^2}$ appear as numerical coincidences, $2-2=0$ and $1+5=6$. Its formulas survive a loss of symmetry. If ligands differ in charge or distance, (10) holds ligand by ligand, each with its own $Z_i$ and $I_k(R_i)$, and the sums can be redone for any geometry.

The second assumes exact $O_h$ invariance and nothing about the source. The potential may come from smeared ligand charge, from all further shells of a cubic lattice, or from a local mean-field potential, and it need not satisfy Laplace's equation: the condition $\nabla^2h_k=0$ expresses only that $\bar U_k$ is a harmonic of rank $k$ in angle. This derivation explains the coincidences of the first, since there is no invariant of rank 2 and exactly one of rank 4. It gives neither the size nor the sign of $A_{40}$, and its result does not apply once the symmetry falls below cubic.

The freedom of sign is real. Eight equal charges at the corners of a cube have the same group. Each has $u^2=1/3$, where $P_4=\tfrac18\left(\tfrac{35}9-10+3\right)=-\tfrac7{18}$, so $S_{40}=-28/9$. For equal $Z$ and $R$ the ratio to the octahedron is $-\tfrac{28}9\cdot\tfrac27=-\tfrac89=-0.888889$. The $e_g$ pair now lies lowest, while $A_{44}/A_{40}$ is still $\sqrt{5/14}$ by (22). Only even ranks act within a shell, and these take equal values at opposite points. The cube consists of a tetrahedron and its inverted image, so four charges on a tetrahedron give half the cube's coefficients of even rank, $-4/9$ of the octahedral $A_{40}$, again with the same ratio.

The shared assumptions can be relaxed for the pattern of levels but not for its size. Let $V$ be any Hermitian, spin-independent operator on five orbitals that transform like the $d$ functions, commuting with the 48 operations. It may be nonlocal, or an effective operator that includes overlap with ligand orbitals, second-order mixing, or different radial functions for the two sets. If an operation multiplies two orbitals by opposite signs, then $\langle a|V|b\rangle=-\langle a|V|b\rangle=0$. Sign changes of single coordinates separate $xy,xz,yz$ from each other and from $\theta,\epsilon$; the exchange $x\leftrightarrow y$ leaves $d_\theta$ unchanged and reverses $d_\epsilon$. So $V$ is diagonal. Permutations carry $xy,xz,yz$ into one another and make their energies equal. The cyclic permutation sends $x^2-y^2$ to $y^2-z^2=-\tfrac12(x^2-y^2)-\tfrac12(2z^2-x^2-y^2)$, which for the normalized functions reads $d_\epsilon\to-\tfrac12d_\epsilon-\tfrac{\sqrt3}2d_\theta$. Invariance of the expectation value gives $E_\epsilon=\tfrac14E_\epsilon+\tfrac34E_\theta$, hence $E_\epsilon=E_\theta$. Two levels remain, with weights 2 and 3. Measured from their weighted mean, the shifts obey $2\,\delta E_e+3\,\delta E_t=0$, and naming the gap $10Dq$ gives $\delta E_e=\tfrac35\cdot10Dq=6Dq$ and $\delta E_t=-4Dq$. This is the reason for the ratio 1.500 in the opening numbers. It also means that the form (12) can represent any such operator, with $A_{40}=21Dq$ used as a fitted parameter; a successful fit then says nothing in favour of point charges.

The result fails where these conditions fail. A site symmetry below cubic (tetragonal, trigonal or lower) admits rank 2 and frees the rank-4 ratio; the cubic subgroups of $O_h$, such as that of the tetrahedron, do not. Spin–orbit coupling in the $d$ shell is not spin-independent and acts in addition. With several $d$ electrons or a core hole, (12) remains the one-electron operator in the Hamiltonian, but the spacings of the many-electron levels are in general not those of sums of $6Dq$ and $-4Dq$ unless the ligand field dominates the Coulomb multiplet splittings. A single hole in the $d$ shell, $d^9$ with closed core shells, is an exception: the Coulomb and exchange field of a filled shell is the same for all five orbitals, so the spacing remains $10Dq$, with the order of the two levels reversed. On the first-order assumption, the polynomial argument behind (6) applied to $Y_{lm}^*Y_{l'm'}$ shows which shells can mix. The product of an $s$ and a $d$ function is pure rank 2, so an octahedral field does not mix $3d$ with $4s$, and products of $d$ with $p$ or $f$ have odd rank only. Mixing with higher $d$ shells, with $g$ shells and with further shells of even $l$ is allowed and shifts the levels at second order, by amounts not computed here.

## The ratio depends on conventions, the levels do not

The number $\sqrt{5/14}$ belongs to complex harmonics and to axes along the three fourfold axes of $O_h$, which in the octahedron pass through the ligands. Replacing $C_{kq}$ by $Y_{kq}$ rescales all $A_{4q}$ by one factor and leaves the ratio alone, although $A_{40}=21Dq$ then changes.

For real harmonics of equal norm, the orthogonality of $C_{44}$ and $C_{4,-4}$ makes the norm of their sum $\sqrt2$ times that of $C_{40}$. The normalized function is $(C_{44}+C_{4,-4})/\sqrt2$, and its coefficient relative to $C_{40}$ is $\sqrt2\sqrt{5/14}=\sqrt{5/7}=0.845154$.

If the axes are turned by $45^\circ$ about $z$, the equatorial ligands sit at $\varphi=\pi/4+j\pi/2$, where $e^{-4i\varphi}=e^{-i\pi}=-1$. The ratio becomes $-0.597614$. The block eigenvalues $1\pm5$ exchange their eigenvectors, so the function called $xy$ in the new axes, which now points at the ligands, is the $e_g$ member.

If $z$ lies along a threefold axis, the direction cosine of each ligand with the old $(1,1,1)/\sqrt3$ is $u=\pm1/\sqrt3$. Then $S_{40}=6\left(-\tfrac7{18}\right)=-\tfrac73$. By (10) and (17), $A_{4q}=6Dq\,S_{4q}$ in any frame, so $A_{40}=-14Dq$. The three upper ligands are spaced by $2\pi/3$ in $\varphi$, which keeps only $q=0,\pm3$, and the lower three are their inversion images, which double the sum at even rank. From (2), $d^3P_4/du^3=105u$ and $105^2/7!=11025/5040=35/16$, so $|C_{43}|=\tfrac{\sqrt{35}}4|u|\sin^3\theta$. At $u^2=1/3$ and $\sin^2\theta=2/3$ one has $|u|\sin^3\theta=\tfrac1{\sqrt3}\cdot\tfrac{2\sqrt2}{3\sqrt3}=\tfrac{2\sqrt2}9$, so $|S_{43}|=6\cdot\tfrac{\sqrt{35}}4\cdot\tfrac{2\sqrt2}9=\tfrac{\sqrt{70}}3$ and $|A_{43}/A_{40}|=\sqrt{70}/7=\sqrt{10/7}=1.195229$. The phase of $A_{43}$ depends on the choice of the $x$ axis. The levels are unchanged in both rotated frames, since a rotation of axes is a unitary change of basis in the shell, and the program asserts the spectrum $-4,-4,-4,6,6$ for each. The relation $A_{40}=21Dq$ is thus as much tied to the fourfold axis as the ratio is.

Both derivations give the same rank-4 ratio and the levels $+6Dq$ and $-4Dq$, and symmetry alone secures the twofold–threefold pattern but not the size or sign of $Dq$. What remains is the numerical example for titanium, with its core-hole counterpart, and the consequences for the $L$ and $M$ edges.
